# Klapisch's parametric potential: optimising energies with orthogonal orbitals: a numerical check

```python
# Result under test: Klapisch's parametric potential
#   U(r) = -[Z - N + 1 + sum_s q_s f(lambda_s, alpha_s r)] / r
# made from Slater-type shell densities gives mutually orthogonal orbitals,
# and its alpha_s can be fixed by minimising first-order configuration energies.
# Z: nuclear charge; N: electrons; q_s: screening electrons in shell s;
# lambda_s: power label of the density r^(2 lambda+2) exp(-alpha r).
# P(r): radial orbital with integral P^2 dr = 1. Hartree atomic units.
# Example: neutral Cl, configurations 3s2 3p5 and 3s2 3p4 4s.
import math
from itertools import combinations, product
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad, solve_ivp
from scipy.linalg import cho_factor, cho_solve, eigh
from scipy.optimize import brentq, minimize
from scipy.special import eval_legendre, roots_jacobi
from sympy.physics.wigner import wigner_3j
from pyscf import ao2mo, gto, scf

Z, N = 17, 17
SCREEN_Q = (2, 8, 6)
SCREEN_LAMBDA = (0, 1, 2)
GROUND = {(1, 0): 2, (2, 0): 2, (2, 1): 6, (3, 0): 2, (3, 1): 5}
EXCITED = {(1, 0): 2, (2, 0): 2, (2, 1): 6, (3, 0): 2, (3, 1): 4, (4, 0): 1}
HARTREE_EV = physical_constants["Hartree energy in eV"][0]
THREE_J_SQ = {(a, k, b): float(wigner_3j(a, k, b, 0, 0, 0) ** 2)
              for a in (0, 1) for b in (0, 1) for k in (0, 1, 2)}


def unscreened_fraction(lam, x):
    n = 2 * lam + 2
    term, total = 1.0, 0.0
    for j in range(n):
        total = total + (1 - j / n) * term
        term = term * x / (j + 1)
    return total * np.exp(-x)


def potential(r, alphas):
    charge = Z - N + 1
    for q, lam, alpha in zip(SCREEN_Q, SCREEN_LAMBDA, alphas):
        charge = charge + q * unscreened_fraction(lam, alpha * r)
    return -charge / r


class RadialGrid:
    """Legendre-Lobatto collocation on a mapped radial interval."""

    def __init__(self, order, scale, rmax):
        inner = np.sort(roots_jacobi(order - 1, 1, 1)[0])
        x = np.concatenate(([-1.0], inner, [1.0]))
        leg = eval_legendre(order, x)
        w = 2 / (order * (order + 1) * leg ** 2)
        gap = x[:, None] - x[None, :]
        np.fill_diagonal(gap, 1.0)
        d = leg[:, None] / leg[None, :] / gap
        np.fill_diagonal(d, 0.0)
        np.fill_diagonal(d, -d.sum(axis=1))
        a = 2 * scale / rmax
        r = scale * (1 + x) / (1 - x + a)
        jac = scale * (2 + a) / (1 - x + a) ** 2
        self.rmax, self.r = rmax, r[1:-1]
        self.weight = (w * jac)[1:-1]
        self.deriv = np.sqrt(w / jac)[:, None] * d[:, 1:-1]
        stiff = self.deriv.T @ self.deriv
        root = np.sqrt(self.weight)
        self.kinetic = 0.5 * stiff / root[:, None] / root[None, :]
        self.green = []
        for k in range(3):
            mat = stiff + np.diag(k * (k + 1) * self.weight / self.r ** 2)
            self.green.append(cho_solve(cho_factor(mat), np.eye(len(self.r))))

    def integral(self, values):
        return float(self.weight @ values)

    def slater(self, k, rho1, rho2):
        source = (2 * k + 1) * self.weight * rho1 / self.r
        moment = self.integral(rho1 * self.r ** k)
        y = self.green[k] @ source
        y = y + moment * self.r ** (k + 1) / self.rmax ** (2 * k + 1)
        return self.integral(rho2 * y / self.r)

    def orbitals(self, alphas):
        energy, orbital = {}, {}
        u = potential(self.r, alphas)
        for l, count in ((0, 4), (1, 2)):
            h = self.kinetic + np.diag(u + l * (l + 1) / (2 * self.r ** 2))
            e, v = eigh(h, subset_by_index=[0, count - 1])
            for i in range(count):
                energy[(i + l + 1, l)] = e[i]
                orbital[(i + l + 1, l)] = v[:, i] / np.sqrt(self.weight)
        return energy, orbital


def kinetic_energy(grid, l, p):
    slope = grid.deriv @ p
    return 0.5 * float(slope @ slope) + l * (l + 1) / 2 * grid.integral(p * p / grid.r ** 2)


def average_energy(grid, orbital, occupation):
    total, shells = 0.0, list(occupation)
    for i, a in enumerate(shells):
        q, l, p = occupation[a], a[1], orbital[a]
        total += q * (kinetic_energy(grid, l, p) - Z * grid.integral(p * p / grid.r))
        pair = grid.slater(0, p * p, p * p)
        for k in range(2, 2 * l + 1, 2):
            pair -= ((2 * l + 1) / (4 * l + 1) * THREE_J_SQ[l, k, l]
                     * grid.slater(k, p * p, p * p))
        total += q * (q - 1) / 2 * pair
        for b in shells[:i]:
            lb, pb = b[1], orbital[b]
            pair = grid.slater(0, p * p, pb * pb)
            for k in range(abs(l - lb), l + lb + 1, 2):
                pair -= 0.5 * THREE_J_SQ[l, k, lb] * grid.slater(k, p * pb, p * pb)
            total += q * occupation[b] * pair
    return total


grid = RadialGrid(120, 1.5, 60.0)


def both_energies(alphas):
    orbital = grid.orbitals(alphas)[1]
    return np.array([average_energy(grid, orbital, c) for c in (GROUND, EXCITED)])


def objective(log_alphas, weights):
    orbital = grid.orbitals(np.exp(log_alphas))[1]
    return sum(w * average_energy(grid, orbital, c)
               for w, c in zip(weights, (GROUND, EXCITED)) if w > 0)


def optimise(start, weights):
    result = minimize(objective, np.log(start), args=(weights,), method="Nelder-Mead",
                      options={"xatol": 1e-5, "fatol": 1e-8, "maxiter": 500})
    assert result.success
    return np.exp(result.x), result.fun, result.nfev


# The closed screening function against direct integration of the charge density.
for lam, alpha in ((0, 30.0), (1, 12.0), (2, 4.0)):
    n = 2 * lam + 2

    def density(s):
        return alpha ** (n + 1) / math.factorial(n) * s ** n * math.exp(-alpha * s)

    for r in (0.5 / alpha, 3 / alpha, 9 / alpha):
        inside = quad(density, 0, r, epsabs=1e-12)[0] / r
        outside = quad(lambda s: density(s) / s, r, r + 60 / alpha, epsabs=1e-12)[0]
        assert abs(inside + outside - (1 - unscreened_fraction(lam, alpha * r)) / r) < 1e-8

# Slater-rule start, then three minimisations.
start = np.array([2 * (Z - s) / n for s, n in ((0.30, 1), (4.15, 2), (10.90, 3))])
start_energy = both_energies(start)
alpha_g, energy_g, calls_g = optimise(start, (1, 0))
alpha_x, energy_x, calls_x = optimise(alpha_g, (0, 1))
alpha_j, energy_j, calls_j = optimise(alpha_g, (0.5, 0.5))
second_alpha, second_energy, _ = optimise(start * np.array([0.85, 1.15, 0.85]), (1, 0))
assert abs(second_energy - energy_g) < 1e-6
assert np.max(np.abs(second_alpha / alpha_g - 1)) < 5e-3
table = [both_energies(a) for a in (alpha_g, alpha_x, alpha_j)]
assert energy_g < start_energy[0]
assert table[2][0] >= energy_g - 1e-7 and table[2][1] >= energy_x - 1e-7

# Positive curvature in the logarithms of the parameters.
h, centre = 0.02, np.log(alpha_g)
steps = h * np.eye(3)
hessian = np.zeros((3, 3))
for i in range(3):
    for j in range(i + 1):
        value = sum(si * sj * objective(centre + si * steps[i] + sj * steps[j], (1, 0))
                    for si in (1, -1) for sj in (1, -1)) / (4 * h * h)
        hessian[i, j] = hessian[j, i] = value
curvature = np.linalg.eigvalsh(hessian)
assert curvature[0] > 0


def shoot_s(alphas, guess, approximate):
    """One s orbital by outward and inward integration, without matrix eigenvectors."""
    join = grid.r[np.argmax(np.abs(approximate))]
    far = min(join + 25 / math.sqrt(-2 * guess), grid.rmax)
    near = 1e-5

    def integrate(e, dense=False):
        def rhs(r, y):
            return y[1], 2 * (potential(r, alphas) - e) * y[0]
        opts = dict(method="DOP853", rtol=1e-10, atol=1e-14, dense_output=dense)
        out = solve_ivp(rhs, (near, join), (near * (1 - Z * near), 1 - 2 * Z * near), **opts)
        decay = math.sqrt(2 * (potential(far, alphas) - e))
        back = solve_ivp(rhs, (far, join), (1.0, -decay), **opts)
        assert out.success and back.success
        return out, back

    def mismatch(e):
        out, back = integrate(e)
        u, du = out.y[:, -1]
        v, dv = back.y[:, -1]
        return (u * dv - du * v) / math.hypot(v, dv)

    e = brentq(mismatch, 1.001 * guess, 0.999 * guess, xtol=1e-10)
    out, back = integrate(e, True)
    p = np.zeros_like(grid.r)
    left = grid.r <= join
    right = (grid.r > join) & (grid.r <= far)
    p[left] = out.sol(grid.r[left])[0]
    p[right] = back.sol(grid.r[right])[0] * out.y[0, -1] / back.y[0, -1]
    return e, p / math.sqrt(grid.integral(p * p))


# Orthogonality of separately integrated orbitals in one potential.
eps_j, orb_j = grid.orbitals(alpha_j)
shot = []
for n in range(1, 5):
    shot.append(shoot_s(alpha_j, eps_j[n, 0], orb_j[n, 0]))
    assert abs(shot[-1][0] - eps_j[n, 0]) < 1e-5
largest_overlap = max(abs(grid.integral(a[1] * b[1])) for a, b in combinations(shot, 2))
assert largest_overlap < 1e-6

# Two different potentials: the overlap is set by their difference.
eps_g, orb_g = grid.orbitals(alpha_g)
eps_x, orb_x = grid.orbitals(alpha_x)
e3, p3 = shoot_s(alpha_g, eps_g[3, 0], orb_g[3, 0])
e4, p4 = shoot_s(alpha_x, eps_x[4, 0], orb_x[4, 0])
mixed_overlap = grid.integral(p3 * p4)
difference = potential(grid.r, alpha_g) - potential(grid.r, alpha_x)
predicted_overlap = grid.integral(p3 * difference * p4) / (e3 - e4)
assert abs(mixed_overlap - predicted_overlap) < 1e-6
assert abs(mixed_overlap) > 1e-4

# Finer radial grid, and projection of its orbitals on a Gaussian basis.
fine = RadialGrid(240, 0.5, 60.0)
orb_f = fine.orbitals(alpha_g)[1]
fine_energy = average_energy(fine, orb_f, GROUND)
assert abs(fine_energy - energy_g) < 1e-5
basis = [[0, [0.01 * 2.1 ** i, 1.0]] for i in range(24)]
basis += [[1, [0.02 * 2.1 ** i, 1.0]] for i in range(17)]
mol = gto.M(atom="Cl 0 0 0", basis={"Cl": basis}, spin=1, verbose=0)
overlap = mol.intor("int1e_ovlp")
first_ao = mol.ao_loc_nr()
coeff = np.zeros((mol.nao_nr(), 10))
columns = {(n, 0): [n - 1] for n in range(1, 5)}
columns.update({(2, 1): [4, 5, 6], (3, 1): [7, 8, 9]})
projected = {}
for l, names in ((0, [(n, 0) for n in range(1, 5)]), (1, [(2, 1), (3, 1)])):
    members = [b for b in range(mol.nbas) if mol.bas_angular(b) == l]
    ao = np.array([first_ao[b] for b in members])
    functions = []
    for b in members:
        zeta = mol.bas_exp(b)[0]
        norm2 = 2 * (2 * zeta) ** (l + 1.5) / math.gamma(l + 1.5)
        functions.append(math.sqrt(norm2) * fine.r ** (l + 1) * np.exp(-zeta * fine.r ** 2))
    functions = np.array(functions)
    s = overlap[np.ix_(ao, ao)]
    target = np.array([orb_f[name] for name in names]).T
    c = np.linalg.solve(s, functions @ (fine.weight[:, None] * target))
    c = c @ np.linalg.inv(np.linalg.cholesky(c.T @ s @ c)).T
    for i, name in enumerate(names):
        projected[name] = c[:, i] @ functions
        for m, col in enumerate(columns[name]):
            coeff[ao + m, col] = c[:, i]

# Average energies from every determinant, using three-dimensional integrals.
eri = mol.intor("int2e", aosym="s8")
core = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
one = np.diag(coeff.T @ core @ coeff)
two = ao2mo.kernel(eri, coeff, compact=False).reshape(10, 10, 10, 10)
coulomb = np.einsum("iijj->ij", two)
exchange = np.einsum("ijji->ij", two)


def determinant_energies(occupation):
    choices = [combinations([(c, s) for c in columns[a] for s in (0, 1)], q)
               for a, q in occupation.items()]
    values = []
    for choice in product(*choices):
        spin_orbitals = np.array([item for part in choice for item in part])
        idx, spin = spin_orbitals.T
        same = spin[:, None] == spin[None, :]
        pairs = coulomb[np.ix_(idx, idx)] - same * exchange[np.ix_(idx, idx)]
        values.append(one[idx].sum() + 0.5 * pairs.sum())
    return np.array(values)


det_g, det_x = determinant_energies(GROUND), determinant_energies(EXCITED)
formula_g = average_energy(fine, projected, GROUND)
formula_x = average_energy(fine, projected, EXCITED)
assert abs(det_g.mean() - formula_g) < 1e-4
assert abs(det_x.mean() - formula_x) < 1e-4
assert np.ptp(det_g) < 1e-6 and np.ptp(det_x) > 1e-3
assert abs(formula_g - energy_g) < 0.05  # finite Gaussian basis near the nucleus

# Restricted open-shell Hartree-Fock reference in the same Gaussian basis.
up = coeff[:, [0, 1, 2, 4, 5, 6, 7, 8, 9]]
down = coeff[:, [0, 1, 2, 4, 5, 6, 7, 8]]
mf = scf.ROHF(mol)
mf.chkfile, mf._eri, mf.max_cycle, mf.conv_tol = None, eri, 100, 1e-8
reference = mf.kernel(dm0=np.array([up @ up.T, down @ down.T]))
assert mf.converged and reference <= det_g.mean() + 1e-7

zero_order = sum(q * eps_g[a] for a, q in GROUND.items())
kinetic = sum(q * kinetic_energy(grid, a[1], orb_g[a]) for a, q in GROUND.items())
excitation = table[2][1] - table[2][0]

print(f"Nuclear charge Z = {Z}, electrons N = {N}")
print("Screening electrons q =", SCREEN_Q, " density labels lambda =", SCREEN_LAMBDA)
print("Slater-rule starting alpha (1/bohr):", np.round(start, 4))
print(f"Ground energy at start: {start_energy[0]:.5f} hartree")
for label, a, e, calls in (("ground", alpha_g, table[0], calls_g),
                           ("excited", alpha_x, table[1], calls_x),
                           ("joint", alpha_j, table[2], calls_j)):
    print(f"Optimised for {label}: alpha (1/bohr) =", np.round(a, 3))
    print(f"  E(3p5) = {e[0]:.5f} hartree, E(3p4 4s) = {e[1]:.5f} hartree")
    print(f"  objective evaluations: {calls}")
print(f"Ground energy lowered from start by {start_energy[0] - energy_g:.5f} hartree")
print(f"Joint potential, mean energy: {energy_j:.5f} hartree")
print(f"Cost of sharing, 3p5: {table[2][0] - energy_g:.6f} hartree")
print(f"Cost of sharing, 3p4 4s: {table[2][1] - energy_x:.6f} hartree")
print(f"Average excitation energy, joint: {excitation:.5f} hartree")
print(f"Average excitation energy, joint: {excitation * HARTREE_EV:.3f} eV")
print(f"Excitation from separate minima: {energy_x - energy_g:.5f} hartree")
print("Curvatures in ln(alpha), ground (hartree):", np.round(curvature, 3))
print(f"Ground potential, zero-order energy E0: {zero_order:.5f} hartree")
print(f"Ground potential, first-order term E1: {energy_g - zero_order:.5f} hartree")
print(f"Ground potential, virial ratio -V/T: {(kinetic - energy_g) / kinetic:.6f}")
for (n, l), e in eps_j.items():
    print(f"Joint orbital energy {n}{'sp'[l]}: {e:.5f} hartree")
for r in (0.1, 1.0, 5.0):
    print(f"Joint effective charge -rU at r = {r} bohr: {-r * potential(r, alpha_j):.4f}")
print(f"Largest s-s overlap, one potential, shooting: {largest_overlap:.1e}")
print(f"|<3s ground pot.|4s excited pot.>|: {abs(mixed_overlap):.6f}")
print(f"Same overlap from potential difference: {abs(predicted_overlap):.6f}")
print(f"Ground energy change on finer grid: {abs(fine_energy - energy_g):.1e} hartree")
print(f"Determinants averaged: {len(det_g)} for 3p5, {len(det_x)} for 3p4 4s")
print(f"3p5 Gaussian projection, determinants: {det_g.mean():.5f} hartree")
print(f"3p5 Gaussian projection, Slater integrals: {formula_g:.5f} hartree")
print(f"3p4 4s Gaussian projection, determinants: {det_x.mean():.5f} hartree")
print(f"3p4 4s Gaussian projection, Slater integrals: {formula_x:.5f} hartree")
print(f"ROHF reference, Gaussian s and p basis: {reference:.5f} hartree")
print(f"Radial parametric energy minus ROHF: {energy_g - reference:.5f} hartree")
print("finished without a failed check")
```

It prints:

```
Nuclear charge Z = 17, electrons N = 17
Screening electrons q = (2, 8, 6)  density labels lambda = (0, 1, 2)
Slater-rule starting alpha (1/bohr): [33.4    12.85    4.0667]
Ground energy at start: -457.35096 hartree
Optimised for ground: alpha (1/bohr) = [25.999 11.044  3.744]
  E(3p5) = -459.43322 hartree, E(3p4 4s) = -459.06409 hartree
  objective evaluations: 154
Optimised for excited: alpha (1/bohr) = [25.963 11.054  3.554]
  E(3p5) = -459.39029 hartree, E(3p4 4s) = -459.09989 hartree
  objective evaluations: 139
Optimised for joint: alpha (1/bohr) = [25.977 11.048  3.661]
  E(3p5) = -459.42433 hartree, E(3p4 4s) = -459.08922 hartree
  objective evaluations: 132
Ground energy lowered from start by 2.08226 hartree
Joint potential, mean energy: -459.25677 hartree
Cost of sharing, 3p5: 0.008890 hartree
Cost of sharing, 3p4 4s: 0.010667 hartree
Average excitation energy, joint: 0.33511 hartree
Average excitation energy, joint: 9.119 eV
Excitation from separate minima: 0.33333 hartree
Curvatures in ln(alpha), ground (hartree): [ 1.161 24.257 90.389]
Ground potential, zero-order energy E0: -264.65372 hartree
Ground potential, first-order term E1: -194.77950 hartree
Ground potential, virial ratio -V/T: 2.001461
Joint orbital energy 1s: -100.74506 hartree
Joint orbital energy 2s: -9.09824 hartree
Joint orbital energy 3s: -0.87698 hartree
Joint orbital energy 4s: -0.12971 hartree
Joint orbital energy 2p: -7.01399 hartree
Joint orbital energy 3p: -0.43898 hartree
Joint effective charge -rU at r = 0.1 bohr: 12.7799
Joint effective charge -rU at r = 1.0 bohr: 3.4827
Joint effective charge -rU at r = 5.0 bohr: 1.0003
Largest s-s overlap, one potential, shooting: 1.3e-11
|<3s ground pot.|4s excited pot.>|: 0.022000
Same overlap from potential difference: 0.022000
Ground energy change on finer grid: 4.8e-11 hartree
Determinants averaged: 6 for 3p5, 30 for 3p4 4s
3p5 Gaussian projection, determinants: -459.43269 hartree
3p5 Gaussian projection, Slater integrals: -459.43269 hartree
3p4 4s Gaussian projection, determinants: -459.06356 hartree
3p4 4s Gaussian projection, Slater integrals: -459.06356 hartree
ROHF reference, Gaussian s and p basis: -459.48216 hartree
Radial parametric energy minus ROHF: 0.04894 hartree
finished without a failed check
```
